# Why the low-temperature gap shift is quartic, not Varshni's quadratic

**Question**

I model wide-gap power devices and use Varshni's expression for the gap,

\[
E_g(T)=E_g(0)-\frac{\alpha T^2}{T+\beta}.
\]

Near zero temperature it becomes quadratic, and I had taken this for the physics of phonons. A colleague says that long-wavelength acoustic phonons in a three-dimensional insulator should give \(T^4\). But when I put a static deformation potential into second-order perturbation theory, I find \(T^2\) again. Which power is right, where does it come from, and how large is the shift in something like diamond?

**Answer**

The limiting power is four if the crystal is not piezoelectric and the band edges are nondegenerate. Your static calculation describes a real \(T^2\) window, but at higher temperature. Varshni's square is a property of the function chosen:

\[
-\frac{\alpha T^2}{\beta+T}=-\frac{\alpha}{\beta}T^2\left(1-\frac{T}{\beta}+\dots\right).
\]

By "gap" I mean the distance between the quasiparticle energies at the two band extrema, at zero pressure and to second order in the lattice displacement. The zero-point shift is constant and drops out. The solid is elastically isotropic, with density \(\rho\) and longitudinal sound speed \(c\). Edge masses \(m\) are positive, for electrons and holes alike, unless a sign is mentioned.

**What translation invariance removes**

Take one coordinate for clarity. Displacing the ions by \(u\) changes the potential at first order by \(-uV'\) and at second order by \(u^2V''/2\). The second-order energy of state 0 under a uniform displacement is therefore

\[
\frac{u^2}{2}\langle 0|V''|0\rangle+u^2\sum_{n\ne0}\frac{|\langle n|V'|0\rangle|^2}{E_0-E_n}.
\]

The first part is the Debye-Waller term, the second the Fan term. Since \([p,H]=-i\hbar V'\),

\[
\langle n|V'|0\rangle=\frac{i}{\hbar}(E_0-E_n)p_{n0},
\]

and the Fan term equals \((u^2/\hbar^2)\sum_n(E_0-E_n)|p_{n0}|^2\). In the same way \(V''=(i/\hbar)[p,V']\). Inserting a complete set of states gives

\[
\langle0|V''|0\rangle=-\frac{2}{\hbar^2}\sum_n(E_0-E_n)|p_{n0}|^2 .
\]

Half of this cancels the Fan term. The diagonal element \(\langle0|V'|0\rangle\) vanishes too, so at \(q=0\) the cancellation involves interband terms alone.

At small \(q\), the sum of Debye-Waller and interband terms is smooth and even in \(q\), because the other bands stay a finite energy away. It therefore starts as \(Kq^2\langle u^2\rangle/2=K\langle S^2\rangle/2\), where \(S\) is the strain. This defines the coefficient \(K\) of the edge. It need not equal the second derivative of the edge energy in a uniform stretch.

The intraband term behaves differently. Its matrix element is \(Dqu\) in magnitude, with \(D\) the deformation potential, but its static denominator is also small:

\[
\frac{D^2q^2\langle u^2\rangle}{-\hbar^2q^2/2m}=-\frac{2mD^2}{\hbar^2}\langle u^2\rangle .
\]

This does not vanish as \(q\to0\), and it is the source of your \(T^2\).

A small crystal shows both facts. I took a one-dimensional row of rigid Gaussian wells (spacing 6 bohr, standard deviation 0.5 bohr, integrated depth 1.5 hartree bohr) and summed the second-order terms in plane waves at \(q=0.005\,(2\pi/a)\), where \(a\) is the spacing. At the lower edge of the conduction band, the coefficients of \(\langle u^2\rangle\) in the interband and Debye-Waller terms are 0.153264 and −0.153268 hartree/bohr². The intraband coefficient is −0.02726. The value of \(-2mD^2\) in atomic units, with \(D\) found separately by stretching the whole crystal, is also −0.02726.

**Keeping the phonon energy**

The static denominator is wrong when \(\hbar cq\) exceeds the recoil energy \(\varepsilon=\hbar^2q^2/2m\), which always happens at small enough \(q\). For a mode in volume \(V\), the displacement amplitude is \(\sqrt{\hbar/(2\rho Vcq)}\). Multiplying by \(Dq\) and squaring gives

\[
|g|^2=\frac{D^2\hbar q}{2\rho Vc}.
\]

An electron at the band edge can absorb a phonon (weight \(n\), denominator \(\hbar cq-\varepsilon\)) or emit one (weight \(n+1\), denominator \(-\hbar cq-\varepsilon\)). The part proportional to the thermal occupation \(n\) is

\[
|g|^2n\left[\frac1{\hbar cq-\varepsilon}-\frac1{\hbar cq+\varepsilon}\right]
=|g|^2n\,\frac{2\varepsilon}{(\hbar cq)^2-\varepsilon^2}.
\]

With \(q_0=2mc/\hbar\), the last fraction becomes

\[
\frac{\hbar^2q^2/m}{(\hbar^4q^2/4m^2)(q_0^2-q^2)}=\frac{4m}{\hbar^2(q_0^2-q^2)}.
\]

The shift is thus positive for \(q<q_0\) and negative for \(q>q_0\). Replacing the mode sum by \(V/(2\pi^2)\int q^2dq\) and setting \(x=\hbar cq/kT\),

\[
\delta E=\frac{D^2m(kT)^2}{\pi^2\rho c^3\hbar^3}\,I(y),\qquad
I(y)=\mathrm P\!\!\int_0^\infty\!\frac{x^3\,dx}{(y^2-x^2)(e^x-1)},\qquad
y=\frac{2mc^2}{kT}.
\]

P denotes the principal value. The pole itself describes real absorption and gives the level a width.

For the valence edge, the recoil energy has the opposite sign. Occupation of the band alters the terms without \(n\), but not those proportional to \(n\). The valence edge therefore moves down when this expression, taken with the hole mass, is positive. Both edges then widen the gap, and their contributions add.

**The quartic limit**

For \(kT\ll2mc^2\), thermal phonons have \(x\ll y\). The denominator becomes \(y^2\), and \(\int_0^\infty x^3dx/(e^x-1)=\pi^4/15\). Hence

\[
\delta E=\frac{D^2m(kT)^2}{\pi^2\rho c^3\hbar^3}\,
\frac{\pi^4(kT)^2}{15\,(2mc^2)^2}
=\frac{\pi^2D^2(kT)^4}{60\,\rho mc^7\hbar^3}.
\]

The meaning is clearer in terms of strain. The thermal energy density of the longitudinal branch is

\[
U_L=\frac{\pi^2(kT)^4}{30\hbar^3c^3}.
\]

Half of it is elastic energy, \(\rho c^2\langle S^2\rangle/2=U_L/2\), so \(\langle S^2\rangle=U_L/(\rho c^2)\) and

\[
\delta E=\frac{D^2\langle S^2\rangle}{2mc^2}.
\]

This is a quiver energy. A slow strain wave exerts a force of mean square \(D^2q^2\langle S^2\rangle\). A free particle driven at \(\omega=cq\) has mean kinetic energy \(\langle F^2\rangle/(2m\omega^2)\), and \(q\) cancels.

Thermal expansion has the same power. Let \(e\) be the dilation, \(B\) the bulk modulus, and let every phonon frequency vary as volume to the power \(-\gamma\). The phonon free energy then has \(-\partial F/\partial e=\gamma U\) per unit volume, where \(U\) includes all three branches. Balance against the elastic stress \(Be\) gives \(e=\gamma U/B\). Altogether,

\[
\Delta E_g=\left[\frac{D_c^2}{2m_ec^2}+\frac{D_v^2}{2m_hc^2}+\frac{K_c-K_v}{2}\right]\langle S^2\rangle
+(D_c-D_v)\frac{\gamma U}{B}.
\]

Transverse waves add terms like the \(K\) term, with coefficients of their own, which I leave out. Every term is proportional to \(T^4\). The sign is not universal: the quiver terms widen the gap, while the others may do either.

The next term of \(1/(y^2-x^2)\) shows where the law holds. Since \(\int_0^\infty x^5dx/(e^x-1)=8\pi^6/63\), the quiver term is multiplied by

\[
1+\frac{40\pi^2}{21\,y^2}+\dots\approx1+\frac{18.8}{y^2}.
\]

A leading correction below 10% requires \(y\) above about 14; with the later terms included, the correction at that point is 13%. The condition is much stricter than being cold compared with the Debye temperature.

**Where your quadratic law belongs**

For \(kT\gg2mc^2\), most thermal phonons have \(x\gg y\). The integrand becomes \(-x/(e^x-1)\), whose integral is \(-\pi^2/6\), so

\[
\delta E=-\frac{D^2m(kT)^2}{6\rho c^3\hbar^3}.
\]

This is the static result. It narrows the gap, and its coefficient contains the deformation potential, mass and sound speed. It is not the limit at zero temperature. Numerical evaluation of the principal-value integral puts the sign change of one edge's shift at \(y=2.62\).

**Numbers for a diamond-like insulator**

Diamond is a useful case because it has a wide gap, fast sound and no piezoelectricity. I use rough parameters:

- \(\rho=3500\) kg/m³, \(B=440\) GPa, \(\gamma=1\)
- sound speeds 18000 m/s (longitudinal) and 12000 m/s (transverse)
- \(D_c=8\) eV, \(D_v=10\) eV
- \(m_e=0.4\) and \(m_h=0.8\) free-electron masses

The crossover temperatures \(2mc^2/k\) are 17.1 K for the electron and 34.2 K for the hole. At 1 K, \(U_L=1.75\times10^{-3}\) J/m³, and

\[
\langle S^2\rangle=\frac{1.75\times10^{-3}}{3500\times18000^2}=1.54\times10^{-15}.
\]

For the electron, \(mc^2\) is half of \(k\times17.1\) K, or 0.737 meV. Its quiver term is

\[
\frac{(8\ \mathrm{eV})^2}{2\times0.737\times10^{-3}\ \mathrm{eV}}\times1.54\times10^{-15}=0.067\ \mathrm{neV}.
\]

The hole adds 0.052 neV. For expansion, each transverse branch carries \((18/12)^3=3.375\) times \(U_L\), so \(U=7.75\,U_L\), and the term is \(-6\times10^{-5}\) neV. I have no diamond value for \(K_c-K_v\). The one-dimensional crystal gives \(-6.6-8.6=-15.2\) eV, and that scale would contribute \(-1\times10^{-5}\) neV. The omitted transverse terms, with coefficients of the same size, would be about \(2\times10^{-4}\) neV in magnitude, still negligible. The quartic coefficient is about 0.12 neV/K⁴, positive and almost wholly quiver energy.

With the full integral, and without the small \(K\) term, the model gives:

| \(T\) (K) | Gap shift (neV) |
|---|---|
| 0.5 | 0.0075 |
| 1 | 0.125 |
| 3 | 12 |
| 10 | 53 |
| 30 | −1.1 × 10⁴ |
| 100 | −2.0 × 10⁵ |

The local exponent, \(d\ln|\Delta E_g|/d\ln T\), is 4.02 at 0.5 K and 4.12 at 1 K; the excess comes from the \(18.8/y^2\) correction and, at 1 K, also from the terms after it. The electron part changes sign at \(17.1/2.62=6.5\) K and the hole part at 13.1 K. Their sum, with expansion, changes sign at 10.6 K, so no power law describes that region. Above a few kelvin the shift must also be set beside the width from real absorption. The half-widths of the two edges add to about \(5\times10^{-5}\) neV at 1 K, negligible there, but to about 5 neV at 3 K, 900 neV at 10 K, \(1\times10^{4}\) neV at 30 K and \(5\times10^{4}\) neV at 100 K. The entries at 3 K and 30 K are comparable to this broadening, and the sign change near 10 K lies well inside it. At 100 K the exponent is 2.18. Expansion supplies 3% of the shift there, and \(y\) is only moderately small. The omitted transverse strain terms, with coefficients of the one-dimensional size, would amount to about 9%.

For comparison, take a Varshni curve with the round values \(\alpha=0.2\) meV/K and \(\beta=1000\) K, which are not a fit. At 1 K it gives −200 neV. That is about 1600 times the size of the model's shift, and of opposite sign.

**What an optical experiment would see**

An absorption edge often involves an exciton rather than two separate carriers. If the exciton is small compared with the phonon wavelength and its internal excitation energies far exceed the phonon energy, the pair moves as one body. The forces on electron and hole add to \(-(D_c-D_v)\nabla S\), and the mass is \(M=m_e+m_h\):

\[
\delta E_X=\frac{(D_c-D_v)^2\langle S^2\rangle}{2Mc^2}.
\]

In the isotropic model this is 0.0014 neV at 1 K, about 86 times less than the sum for separate edges, because \(D_c\) and \(D_v\) nearly cancel. The shear coupling of an anisotropic valley need not cancel in this way: with the valley parameters given in the last section, and no shear coupling of the hole, the exciton term would be about 0.05 neV. The power is unchanged, but the coefficient depends on which excitation is measured.

**When the power itself changes**

In a piezoelectric crystal such as GaN, strain produces an electric field, and the coupling \(Dq\) is replaced by a constant \(P\) (energy per length) if free carriers do not screen it. Two powers of \(q\) disappear from the integral. For \(kT\ll2mc^2\),

\[
\delta E=\frac{P^2m}{\pi^2\rho c\hbar}\,\frac1{q_0^2}\int_0^\infty\!\frac{q\,dq}{e^{\hbar cq/kT}-1}
=\frac{P^2(kT)^2}{24\,\rho mc^5\hbar}.
\]

Here a free edge does shift as \(T^2\) in the limit, but upward for an electron, and again with no connection to \(\alpha/\beta\). For this coupling the sum \(\sum_q2n|g|^2/(\hbar cq)^2\), which measures the admixture of one-phonon states, diverges at small \(q\). The level is therefore broadened. Its half-width varies as \(T\) and exceeds this shift by a factor of about \(2mc^2/kT\), so the \(T^2\) law is a formal second-order shift, not the displacement of a sharp line. For a small neutral exciton the two piezoelectric forces cancel at leading order.

**How far to trust this for real diamond**

The parameters are typical only in size, and isotropic edges are the weakest assumption. Diamond's conduction valleys are anisotropic, so transverse phonons couple as well. To size this, I took valley masses 1.4 and 0.3 and an edge shift \(\Xi_d\,\mathrm{tr}\,e+\Xi_u e_{zz}\), where \(e\) is now the strain tensor and \(z\) the valley axis, with \(\Xi_d=5.33\) eV and \(\Xi_u=8\) eV. Averaged over directions, the longitudinal term is 0.87 times the isotropic electron term and the transverse term 2.0 times. The latter is large because the quiver term varies as \(c^{-7}\). The electron coefficient could thus be nearly three times as large. The transverse term also leaves the quartic range sooner and changes sign between 3 and 5 K, so the table describes the isotropic model only. With this valley the gap shift would be about twice the tabulated value at 0.5 K and about a quarter of it at 10 K. The valence top is also not a single parabola: a light-hole mass of 0.3 would raise the hole term from 0.052 to 0.14 neV. The heavy- and light-hole bands are degenerate at the top, so diamond's valence edge lies outside the nondegenerate formula and needs a matrix treatment, which I have not given.

Second-order theory itself is safe at 1 K. The thermal admixture of one-phonon states, estimated as \(\sum_q2n|g|^2/(\hbar cq)^2=D^2(kT)^2/(12\rho\hbar^3c^5)\), is \(3\times10^{-6}\) for the electron.

At 300 K, continuing the acoustic model gives −2.3 meV, against −13.8 meV from the same Varshni curve. The model omits transverse coupling, optical phonons and the quadratic strain terms. With coefficients of the one-dimensional size, the strain terms alone would be about two thirds as large as the quoted shift, or a little over half if the mode sums are cut off at the Debye wavevector, which also moves the shift to −2.2 meV. The model also applies the long-wavelength coupling to phonons whose typical wavelength is only five or six lattice constants, and a parabolic band to electron recoil energies of about 1 eV. It should not replace a fitted gap curve in a room-temperature device simulation. For that purpose Varshni's form can serve within its fitted range. What it cannot supply is the law by which the gap approaches its zero-temperature value.
